# Electron accumulation beside an ohmic contact on an undoped semiconductor: test program

```python
"""Electron accumulation beside an ohmic contact on an undoped half-space.

Result under test:  n(x) = 2/(C (x + x0)^2),  x0 = sqrt(2/(C n0)),
so that n -> 2/(C x^2) = 2 eps kT/(e^2 x^2) far away, whatever n0 is.
C = e^2/(eps kT) is a length, n0 the density at the contact (x = 0).
phi = ln(n) for Boltzmann electrons; Poisson's equation is phi'' = C n.
Internal units: nm for length, nm^-3 for density, volts for energy/e.
The numerical side solves Poisson's equation as a boundary-value problem.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import expit

PER_CM3 = 1e-21            # 1 cm^-3 expressed in nm^-3
MESH_LENGTH = 1.0          # nm, scale of the logarithmic coordinate
eps_r = 3.9
temperature = 300.0
thermal_voltage = const.k * temperature / const.e
C = const.e / (eps_r * const.epsilon_0 * thermal_voltage) * 1e9
x_ref = 100.0
n_ref = 1e19 * PER_CM3


def offset(n0):
    return np.sqrt(2 / (C * n0))


def closed_density(x, n0):
    return 2 / (C * (x + offset(n0))**2)


def log_coordinate(x):
    return np.log1p(x / MESH_LENGTH)


def solve_poisson(net_density, phi_contact, guess, x_far, far_slope=0.0):
    """Solve phi'' = C*net_density(phi, x) with phi'(x_far) = far_slope."""
    t = np.linspace(0, log_coordinate(x_far), 500)
    start = guess(MESH_LENGTH * np.expm1(t))

    def rhs(t, y):
        x = MESH_LENGTH * np.expm1(t)
        stretch = x + MESH_LENGTH
        return np.vstack([y[1], y[1] + stretch**2 * C * net_density(y[0], x)])

    def ends(left, right):
        return np.array([left[0] - phi_contact,
                         right[1] - far_slope * (x_far + MESH_LENGTH)])

    answer = solve_bvp(rhs, ends, t, np.vstack([start, np.gradient(start, t)]),
                       tol=1e-7, max_nodes=50000)
    assert answer.success, answer.message
    return answer.sol


def electrons(phi, x):
    return np.exp(phi)


def half_space(n0):
    return solve_poisson(electrons, np.log(n0),
                         lambda x: np.log(closed_density(x, n0)), 1e6)


def density_at(solution, x):
    return np.exp(solution(log_coordinate(x))[0])


def check(value, expected, rtol):
    assert np.allclose(value, expected, rtol=rtol, atol=0), (value, expected)


# ---- central result, against the boundary-value solution ----
contact_densities = [1e17, 1e18, 1e19]
probe = np.array([1.0, 10.0, 100.0, 1000.0])
numerical = {}
for n_cm in contact_densities:
    solution = half_space(n_cm * PER_CM3)
    check(density_at(solution, probe),
          closed_density(probe, n_cm * PER_CM3), 1e-4)
    numerical[n_cm] = density_at(solution, x_ref)
    if n_cm == 1e19:
        reference = solution
x0 = offset(n_ref)

# field and number of electrons per area beyond x_ref
slope = reference(log_coordinate(x_ref))[1] / (x_ref + MESH_LENGTH)
check(slope, -2 / (x_ref + x0), 1e-4)
t_tail = np.linspace(log_coordinate(x_ref), log_coordinate(1e6), 4001)
tail_number = simpson(np.exp(reference(t_tail)[0])
                      * MESH_LENGTH * np.exp(t_tail), x=t_tail)
check(tail_number, 2 / (C * (x_ref + x0)), 1e-3)

# sensitivity d ln n(x_ref) / d ln n0 for the weakest contact
n_weak = 1e17 * PER_CM3
step = 0.05
sensitivity = (np.log(density_at(half_space(n_weak * np.exp(step)), x_ref))
               - np.log(density_at(half_space(n_weak * np.exp(-step)), x_ref))
               ) / (2 * step)
check(sensitivity, offset(n_weak) / (x_ref + offset(n_weak)), 2e-3)

# ---- residual field at infinity: sinh solution ----
residual_field = 1e-3      # V/nm, equal to 0.01 MV/cm
k = residual_field / (2 * thermal_voltage)
field_solution = solve_poisson(
    electrons, np.log(n_ref),
    lambda x: np.log(closed_density(x, n_ref)) - 2 * k * x, 1000.0, -2 * k)
n_field = density_at(field_solution, x_ref)
shift = np.arcsinh(k * x0) / k
check(n_field, 2 / C * k**2 / np.sinh(k * (x_ref + shift))**2, 1e-3)

# ---- finite film with a zero-field far face: sine solution ----
film = 200.0
film_solution = solve_poisson(
    electrons, np.log(n_ref),
    lambda x: np.log(closed_density(x, n_ref)), film)
n_film = density_at(film_solution, x_ref)
q = brentq(lambda q: np.cos(q * film) - q * x0, 1e-8, np.pi / (2 * film))
shift = np.pi / (2 * q) - film
check(n_film, 2 / C * q**2 / np.sin(q * (x_ref + shift))**2, 1e-3)

# ---- holes included: coth solution, tested with an enlarged n_i ----
n_i_test = 1e15 * PER_CM3
L_test = 1 / np.sqrt(2 * C * n_i_test)
hole_solution = solve_poisson(
    lambda phi, x: np.exp(phi) - n_i_test**2 * np.exp(-phi), np.log(n_ref),
    lambda x: np.log(closed_density(x, n_ref) + n_i_test), 1000.0)
shift = 2 * L_test * np.arctanh(np.sqrt(n_i_test / n_ref))
x_holes = np.array([5.0, 50.0, 200.0])
check(density_at(hole_solution, x_holes),
      n_i_test / np.tanh((x_holes + shift) / (2 * L_test))**2, 1e-3)


# ---- other statistics or fixed charge: phi'^2 = 2 C pressure(phi) ----
def march(pressure, charge, phi_contact, x_end):
    for phi in phi_contact - np.array([0.5, 3.0, 6.0]):
        h = 1e-4
        check((pressure(phi + h) - pressure(phi - h)) / (2 * h),
              charge(phi), 1e-5)
    run = solve_ivp(lambda x, y: [-np.sqrt(2 * C * pressure(y[0]))],
                    (0, x_end), [phi_contact], method="LSODA",
                    rtol=1e-9, atol=1e-10)
    assert run.success, run.message
    return run.y[0, -1]


# donors, fully ionized
donors = 1e15 * PER_CM3
n_doped = np.exp(march(
    lambda p: donors * (np.expm1(p - np.log(donors)) - (p - np.log(donors))),
    lambda p: donors * np.expm1(p - np.log(donors)), np.log(n_ref), x_ref))
doped_solution = solve_poisson(
    lambda phi, x: np.exp(phi) - donors, np.log(n_ref),
    lambda x: np.log(closed_density(x, n_ref) + donors), 1500.0)
check(n_doped, density_at(doped_solution, x_ref), 1e-3)

# Gaussian density of states with Fermi occupation
sites = 1e21 * PER_CM3
disorder = 0.07            # V
s = disorder / thermal_voltage
z = np.linspace(-10, 10, 401)
weight = np.exp(-z**2 / 2)
weight /= weight.sum()


def gaussian_density(eta):
    return sites * np.sum(weight * expit(eta - s * z))


def gaussian_pressure(eta):
    return sites * np.sum(weight * np.logaddexp(0, eta - s * z))


eta_contact = brentq(lambda eta: gaussian_density(eta) - n_ref, -30, 5)
n_gauss = gaussian_density(march(gaussian_pressure, gaussian_density,
                                 eta_contact, x_ref))
x_distant = 1e4
n_gauss_distant = gaussian_density(march(gaussian_pressure, gaussian_density,
                                         eta_contact, x_distant))
gauss_ratio = n_gauss_distant * C * x_distant**2 / 2
check(gauss_ratio, 1.0, 0.01)   # leading correction is of order nm/x
h = 1e-4
einstein_ratio = n_ref * 2 * h / (gaussian_density(eta_contact + h)
                                  - gaussian_density(eta_contact - h))

# traps at one level; n_half is the free density that half fills them
traps = 1e16 * PER_CM3
trap_depth = 0.5           # V below the centre of the density of states
n_half = sites * np.exp(s**2 / 2 - trap_depth / thermal_voltage)
n_trapped = np.exp(march(
    lambda p: np.exp(p) + traps * np.log1p(np.exp(p) / n_half),
    lambda p: np.exp(p) + traps / (1 + n_half * np.exp(-p)),
    np.log(n_ref), x_ref))

# unscreened image attraction, cut off at one site spacing
bjerrum = C / (4 * np.pi)
cutoff = 1.0


def image(x):
    return bjerrum / 4 / (x + cutoff)


image_solution = solve_poisson(
    lambda phi, x: np.exp(phi + image(x)), np.log(n_ref) - image(0.0),
    lambda x: np.log(closed_density(x, n_ref)) - image(x), 1e6)
n_image = density_at(image_solution, x_ref) * np.exp(image(x_ref))

# temperature of use, and intrinsic carriers
hot = 340.0
C_hot = C * temperature / hot
n_hot = 2 / (C_hot * (x_ref + np.sqrt(2 / (C_hot * n_ref)))**2)
gap = 2.0                  # V between centres of the two Gaussian bands
n_i = sites * np.exp(s**2 / 2 - gap / (2 * thermal_voltage))
L_intrinsic = 1 / np.sqrt(2 * C * n_i)

# ---- printed results ----
n_base = closed_density(x_ref, n_ref)
far_law = 2 / (C * x_ref**2)
print(f"relative permittivity: {eps_r}")
print(f"temperature: {temperature:.0f} K")
print(f"kT: {thermal_voltage:.5f} eV")
print(f"C = e^2/(eps kT): {C:.2f} nm")
for x in (10.0, 100.0, 1000.0):
    print(f"far law 2/(C x^2) at {x:.0f} nm: {2/(C*x*x)/PER_CM3:.4e} cm^-3")
for n_cm in contact_densities:
    n0 = n_cm * PER_CM3
    print(f"contact density {n_cm:.0e} cm^-3: x0 = {offset(n0):.3f} nm")
    values = [closed_density(x, n0) / PER_CM3 for x in (10., 100., 1000.)]
    print("  n at 10, 100, 1000 nm: "
          + ", ".join(f"{v:.4e}" for v in values) + " cm^-3")
    print(f"  numerical n at 100 nm: {numerical[n_cm]/PER_CM3:.4e} cm^-3")
spread = n_base / closed_density(x_ref, n_weak)
print(f"n(100 nm) ratio, contact 1e19 to 1e17: {spread:.4f}")
print(f"numerical dln n/dln n0, 1e17, 100 nm: {sensitivity:.4f}")
print("All lines below: contact density 1e19 cm^-3")
print(f"field at contact: {20*thermal_voltage/x0:.4f} MV/cm")
print(f"field at 100 nm: {20*thermal_voltage/(x_ref+x0):.5f} MV/cm")
print(f"energy rise to 100 nm: "
      f"{2*thermal_voltage*np.log1p(x_ref/x0):.4f} eV")
print(f"electrons per area, total: {n_ref*x0*1e14:.4e} cm^-2")
print(f"electrons per area beyond 100 nm: {tail_number*1e14:.4e} cm^-2")
print("Neglected effects: n at 100 nm, and ratio to the ideal model")
for label, value in [
        ("ideal model", n_base),
        (f"Gaussian disorder {disorder} eV, 1e21 sites/cm^3", n_gauss),
        ("donors 1e15 cm^-3", n_doped),
        (f"traps 1e16 cm^-3, {trap_depth} eV deep (free n)", n_trapped),
        (f"film {film:.0f} nm, blocking far face", n_film),
        (f"residual field {10*residual_field:.2f} MV/cm", n_field),
        (f"image attraction, cutoff {cutoff:.0f} nm", n_image),
        (f"use at {hot:.0f} K", n_hot)]:
    print(f"  {label}: {value/PER_CM3:.3e} cm^-3, {value/n_base:.3f}")
print(f"Gaussian case, n/(far law) at 10000 nm: {gauss_ratio:.5f}")
print(f"Gaussian case, n/(dn/d(mu/kT)) at contact: {einstein_ratio:.3f}")
print(f"free density half filling the traps: {n_half/PER_CM3:.2e} cm^-3")
print(f"intrinsic density, gap {gap:.1f} eV: {n_i/PER_CM3:.2e} cm^-3")
print(f"intrinsic screening length L: {L_intrinsic*1e-6:.2f} mm")
print(f"Bjerrum length e^2/(4 pi eps kT): {bjerrum:.2f} nm")
print(f"image energy at 100 nm: {image(x_ref)*thermal_voltage:.5f} eV")
print(f"Coulomb coupling l_B n^(1/3) at contact: "
      f"{bjerrum*n_ref**(1/3):.3f}")
print(f"Coulomb coupling l_B n^(1/3) at 100 nm: "
      f"{bjerrum*n_base**(1/3):.3f}")
print(f"electrons in a cube of side 100 nm, far law: {far_law*x_ref**3:.3f}")
print("finished without a failed check")
```

Running it gives:

```
relative permittivity: 3.9
temperature: 300 K
kT: 0.02585 eV
C = e^2/(eps kT): 179.47 nm
far law 2/(C x^2) at 10 nm: 1.1144e+17 cm^-3
far law 2/(C x^2) at 100 nm: 1.1144e+15 cm^-3
far law 2/(C x^2) at 1000 nm: 1.1144e+13 cm^-3
contact density 1e+17 cm^-3: x0 = 10.556 nm
  n at 10, 100, 1000 nm: 2.6372e+16, 9.1172e+14, 1.0912e+13 cm^-3
  numerical n at 100 nm: 9.1172e+14 cm^-3
contact density 1e+18 cm^-3: x0 = 3.338 nm
  n at 10, 100, 1000 nm: 6.2637e+16, 1.0435e+15, 1.1070e+13 cm^-3
  numerical n at 100 nm: 1.0435e+15 cm^-3
contact density 1e+19 cm^-3: x0 = 1.056 nm
  n at 10, 100, 1000 nm: 9.1172e+16, 1.0912e+15, 1.1120e+13 cm^-3
  numerical n at 100 nm: 1.0912e+15 cm^-3
n(100 nm) ratio, contact 1e19 to 1e17: 1.1969
numerical dln n/dln n0, 1e17, 100 nm: 0.0955
All lines below: contact density 1e19 cm^-3
field at contact: 0.4898 MV/cm
field at 100 nm: 0.00512 MV/cm
energy rise to 100 nm: 0.2358 eV
electrons per area, total: 1.0556e+12 cm^-2
electrons per area beyond 100 nm: 1.1027e+10 cm^-2
Neglected effects: n at 100 nm, and ratio to the ideal model
  ideal model: 1.091e+15 cm^-3, 1.000
  Gaussian disorder 0.07 eV, 1e21 sites/cm^3: 1.110e+15 cm^-3, 1.018
  donors 1e15 cm^-3: 2.110e+15 cm^-3, 1.933
  traps 1e16 cm^-3, 0.5 eV deep (free n): 4.859e+13 cm^-3, 0.045
  film 200 nm, blocking far face: 1.349e+15 cm^-3, 1.236
  residual field 0.01 MV/cm: 3.483e+14 cm^-3, 0.319
  image attraction, cutoff 1 nm: 9.241e+14 cm^-3, 0.847
  use at 340 K: 1.235e+15 cm^-3, 1.132
Gaussian case, n/(far law) at 10000 nm: 0.99999
Gaussian case, n/(dn/d(mu/kT)) at contact: 1.296
free density half filling the traps: 1.56e+14 cm^-3
intrinsic density, gap 2.0 eV: 6.21e+05 cm^-3
intrinsic screening length L: 2.12 mm
Bjerrum length e^2/(4 pi eps kT): 14.28 nm
image energy at 100 nm: 0.00091 eV
Coulomb coupling l_B n^(1/3) at contact: 3.077
Coulomb coupling l_B n^(1/3) at 100 nm: 0.147
electrons in a cube of side 100 nm, far law: 1.114
finished without a failed check
```
